# Dots or holes on ion-sputtered surfaces from a three-wave interaction

Before a sputtered surface is simulated, one has to decide which nonlinear terms to keep in the height equation. If the term $\lambda_2\nabla^2|\nabla h|^2$ is dropped because $\lambda_1|\nabla h|^2$ has fewer derivatives, the calculation may predict holes where the complete equation gives dots. When only a narrow band of wavenumbers grows, the decision rests on the two terms evaluated together at the pattern wavenumber.

## Model and assumptions

Let ions arrive at normal incidence on an isotropic surface. The height $h(\mathbf x,t)$ is measured upwards in the frame of the receding mean surface, and obeys

$$h_t=-\alpha h-\nu\nabla^2h-K\nabla^4h+\lambda_1|\nabla h|^2+\lambda_2\nabla^2|\nabla h|^2+\gamma\nabla\!\cdot(|\nabla h|^2\nabla h),\tag{1}$$

with $\nu,K,\gamma>0$. The spatial mean is removed; this does not affect the pattern, because the nonlinear terms contain only gradients. The damping $\alpha$ is phenomenological.

A wave of wavenumber $p$ grows at the rate $\sigma(p)=-\alpha+\nu p^2-Kp^4$. Put $k^2=\nu/(2K)$, so that $\nu=2Kk^2$, and complete the square:

$$\sigma(p)=\varepsilon-K(p^2-k^2)^2,\qquad \varepsilon=Kk^4-\alpha .$$

The unstable band is $|p^2-k^2|<\sqrt{\varepsilon/K}$. It is narrow when $\varepsilon\ll Kk^4$. With $\alpha=0$ it would reach down to $p=0$, and three waves would not suffice.

The regime is weakly nonlinear: for a small number $s$, let $\lambda_1,\lambda_2\sim s$, $h\sim s$ and $0<\varepsilon\sim s^2$, with slow times $\sim s^{-2}$.

**Origin of $\lambda_1$.** A flux $J$ per horizontal area, atomic volume $\Omega$ and yield $Y=Y_0\cos^{-f}\theta$ give $h_t=-J\Omega Y$. Since $\tan\theta=|\nabla h|$,

$$\cos^{-f}\theta=(1+|\nabla h|^2)^{f/2}\approx1+\tfrac f2|\nabla h|^2,\qquad \lambda_1=-\tfrac f2J\Omega Y_0 .$$

A yield that rises with angle ($f>0$) therefore makes $\lambda_1$ negative.

## Theorem

Let $|\mathbf k_j|=k$, $\mathbf k_1+\mathbf k_2+\mathbf k_3=0$, and

$$h=\sum_{j=1}^3A_je^{i\mathbf k_j\cdot\mathbf x}+\text{c.c.},\qquad q=k^2(\lambda_1-\lambda_2k^2)\ne0,\qquad g=3\gamma k^4 .$$

To leading order in $s$,

$$\dot A_1=\varepsilon A_1+qA_2^*A_3^*-g\left(|A_1|^2+|A_2|^2+|A_3|^2\right)A_1,\tag{2}$$

and cyclically. Within these equations there is a hexagonal state, linearly stable apart from neutral translations, with

$$|A_j|=R=\frac{|q|+\sqrt{q^2+12\varepsilon g}}{6g}.\tag{3}$$

It consists of dots for $q>0$ and holes for $q<0$. Hexagons of the opposite kind and stripes are unstable.

## Lemma 1: the amplitude equations

**Quadratic term.** Two of the six waves $\pm\mathbf k_j$ add up to $\mathbf k_1$ only as $-\mathbf k_2-\mathbf k_3$. Their gradients have amplitudes $-i\mathbf k_2A_2^*$ and $-i\mathbf k_3A_3^*$. Counting both orders of the product, $|\nabla h|^2$ has at $\mathbf k_1$ the amplitude

$$2(-i\mathbf k_2)\cdot(-i\mathbf k_3)A_2^*A_3^*=-2\,\mathbf k_2\cdot\mathbf k_3\,A_2^*A_3^* .$$

From $|\mathbf k_2+\mathbf k_3|^2=k^2$ follows $2k^2+2\mathbf k_2\cdot\mathbf k_3=k^2$, so $\mathbf k_2\cdot\mathbf k_3=-k^2/2$ and the amplitude is $+k^2A_2^*A_3^*$. The outer Laplacian in the $\lambda_2$ term multiplies by $-k^2$. The sum is $qA_2^*A_3^*$.

**Cubic term.** Three waves $\mathbf a+\mathbf b+\mathbf c=\mathbf k_1$ contribute to $\nabla\cdot(|\nabla h|^2\nabla h)$

$$i\mathbf k_1\cdot(i\mathbf a\cdot i\mathbf b)(i\mathbf c)\,h_ah_bh_c=(\mathbf a\cdot\mathbf b)(\mathbf k_1\cdot\mathbf c)\,h_ah_bh_c .$$

Net wave numbers $(n_1,n_2,n_3)$ giving $\mathbf k_1$ have the form $(1,0,0)+t(1,1,1)$ with integer $t$. With three waves, only $t=0$ is possible: $t=-1$ needs an even number of waves, and other values need at least four. Hence each triple is $\mathbf k_1$ plus a cancelling pair.

For $\mathbf k_1,\mathbf k_1,-\mathbf k_1$, the choice $\mathbf c=-\mathbf k_1$ gives $-k^4$, and $\mathbf c=\mathbf k_1$ gives $-k^4$ in each of two orders. The sum is $-3k^4$.

For $\mathbf k_1,\mathbf b,-\mathbf b$ with $|\mathbf b|=k$ at angle $\varphi$ to $\mathbf k_1$, the choices $\mathbf c=\mathbf k_1,\mathbf b,-\mathbf b$ give $-2k^4$, $-2k^4\cos^2\varphi$ and $-2k^4\cos^2\varphi$. The damping coefficient is therefore

$$2\gamma k^4(1+2\cos^2\varphi).\tag{4}$$

At $120^\circ$ this is $3\gamma k^4=g$, equal to the self-coupling.

**Order of the remainder.** All terms in (2) are of order $s^3$. Waves outside the three decay at rates of order one and have amplitudes $\sim s^3$, driven by $\lambda A^2$ and $\gamma A^3$. They act back on $A_1$ through $\lambda A s^3$ and $\gamma A^2s^3$, both of order $s^5$. The relative correction is of order $s^2$. ∎

## Lemma 2: the quadratic term fixes the phase sum

Write $A_j=R_je^{i\phi_j}$ and $\Phi=\phi_1+\phi_2+\phi_3$. Divide (2) by $A_1$. The left side is $\dot R_1/R_1+i\dot\phi_1$, and $A_2^*A_3^*/A_1=(R_2R_3/R_1)e^{-i\Phi}$. The imaginary part is $\dot\phi_1=-q(R_2R_3/R_1)\sin\Phi$. Adding the cyclic equations,

$$\dot\Phi=-q\,\frac{R_2^2R_3^2+R_3^2R_1^2+R_1^2R_2^2}{R_1R_2R_3}\,\sin\Phi .$$

The fraction is positive, so $\Phi$ moves towards $0$ if $q>0$ and towards $\pi$ if $q<0$, whether or not the amplitudes are equal. ∎

## Lemma 3: what the phase sum looks like

Shifting the origin by $\mathbf d$ changes $\phi_j$ by $\mathbf k_j\cdot\mathbf d$. Two phases can thus be set to zero, while $\Phi$ is unchanged because $\sum\mathbf k_j=0$. For equal amplitudes and $\Phi=0$, let $a=\mathbf k_1\cdot\mathbf x$ and $b=\mathbf k_2\cdot\mathbf x$, so that $\mathbf k_3\cdot\mathbf x=-(a+b)$. With $u=(a+b)/2$ and $v=(a-b)/2$,

$$\frac h{2R}=\cos a+\cos b+\cos(a+b)=2\cos u\cos v+2\cos^2u-1$$
$$=2\left(\cos u+\tfrac12\cos v\right)^2-\tfrac12\cos^2v-1\;\ge\;-\tfrac32 .$$

The maximum $h=6R$ occurs once per cell, at $a=b=0$. The minimum $h=-3R$ occurs twice, at $a=b=\pm2\pi/3$. These are tall isolated peaks on a triangular lattice above a shallow honeycomb of minima: dots. For $\Phi=\pi$ one may take all $A_j=-R$, which inverts the surface into holes. The height range is $9R$ in both cases.

The skewness distinguishes them. The pairs give $\langle h^2\rangle=6R^2$. The six orderings of $\mathbf k_1,\mathbf k_2,\mathbf k_3$ and their conjugates give $\langle h^3\rangle=12R^3\cos\Phi$. Hence the skewness is $12\cos\Phi/6^{3/2}=\sqrt{2/3}\,\cos\Phi$. ∎

## Proof of the theorem

Let $\varsigma=q/|q|$ and $A_j=\varsigma R$. Equation (2), divided by $\varsigma R$, becomes

$$0=\varepsilon+|q|R-3gR^2,\tag{5}$$

whose positive root is (3). Now set $A_j=\varsigma(R+x_j+iy_j)$ and keep linear terms. Using $\varepsilon-3gR^2=-|q|R$ from (5),

$$\dot x_1=-|q|Rx_1+|q|R(x_2+x_3)-2gR^2(x_1+x_2+x_3),$$
$$\dot y_1=-|q|R(y_1+y_2+y_3).$$

The second line has this form because conjugation reverses the signs of $y_2$ and $y_3$ in $A_2^*A_3^*$. The rates are:

- equal $x_j$: $|q|R-6gR^2$;
- $\sum x_j=0$: $-2|q|R$, twice;
- equal $y_j$: $-3|q|R$;
- $\sum y_j=0$: zero, twice, which are the translations.

For $\varepsilon>0$, (3) gives $R>|q|/(3g)$, so the first rate is below $-|q|R$. The hexagon is stable, and its kind follows from Lemma 3.

The opposite hexagon $A_j=-\varsigma R'$ replaces $|q|$ by $-|q|$ throughout. It has $R'=[-|q|+\sqrt{q^2+12\varepsilon g}]/(6g)$, and its phase sum departs at the rate $+3|q|R'$.

A stripe has $A_1=R_s=\sqrt{\varepsilon/g}$. For small $A_2,A_3$ the linear growth and cubic damping cancel, leaving $\dot A_2=qR_sA_3^*$ and $\dot A_3=qR_sA_2^*$. The combination $A_2=\varsigma A_3^*$ grows at the rate $|q|R_s$. ∎

## Remarks on limits and competitors

**Two limits.** For $q^2\ll\varepsilon g$, $R\to\sqrt{\varepsilon/(3g)}$: the cubic term sets the size while the weak quadratic term still sets the phase. As $\varepsilon\to0^+$, $R\to|q|/(3g)$, so the pattern appears with a finite height. Equation (5) keeps this branch down to $\varepsilon=-q^2/(12g)$. Between there and zero the flat surface is stable too, and the outcome depends on the initial roughness. At $q=0$ the phase selection vanishes at this order, and higher-order terms would have to decide between the two hexagons. These statements concern the hexagon alone: for $q^2\ll\varepsilon g$ condition (6) below fails, and two-wave patterns, which are neither dots nor holes in the sense of Lemma 3, can form instead.

**Squares.** Equation (4) gives $2\gamma k^4$ at $90^\circ$, weaker than the self-coupling, so squares must be considered. With amplitude $R_q$ in $\mathbf k_1$ and a perpendicular wave, $\varepsilon=5\gamma k^4R_q^2$. The waves $\mathbf k_2,\mathbf k_3$ are damped by $3\gamma k^4R_q^2$ from $\mathbf k_1$ and, at $30^\circ$ or $150^\circ$, by $5\gamma k^4R_q^2$ from the other. Their largest rate is

$$\varepsilon-8\gamma k^4R_q^2+|q|R_q=|q|R_q-3\gamma k^4R_q^2 .$$

It is positive when $R_q<|q|/(3\gamma k^4)$, that is, when

$$\varepsilon<\frac{5q^2}{9\gamma k^4}.\tag{6}$$

Above this limit the squares resist this disturbance, and the initial state may matter. Squares are not the only such competitor: by (4) the cross-damping is below the self-coupling whenever $\cos^2\varphi<1/4$, so rhombic patterns of two waves between $60^\circ$ and $120^\circ$ apart can also appear when $|q|$ is small.

**Another wave on the ring.** On hexagons, a further wave of length $k$ at a general angle is damped by $2\gamma k^4R^2\sum_j(1+2\cos^2\varphi_j)=12\gamma k^4R^2$, because $\sum_j\cos^2\varphi_j=3/2$. By (5), $\varepsilon=9\gamma k^4R^2-|q|R$, so its rate is $-|q|R-3\gamma k^4R^2<0$. Slow spatial modulations of the three waves are not covered by this argument.

**First harmonics.** Let $\Lambda_n=\lambda_1-n\lambda_2k^2$. The wave $2\mathbf k_1$ is driven by $-k^2\Lambda_4A_1^2$ and decays at $9Kk^4$ for $\varepsilon\to0$, so its amplitude is $-\Lambda_4A_1^2/(9Kk^2)$. Combined with $-\mathbf k_1$ it returns $4k^2\Lambda_1$ times that amplitude times $A_1^*$. This adds $4\Lambda_1\Lambda_4/(9K)$ to the self-damping.

The wave $\mathbf k_1-\mathbf k_2$, of squared length $3k^2$, is driven by $2\mathbf k_1\cdot\mathbf k_2\Lambda_3A_1A_2^*=-k^2\Lambda_3A_1A_2^*$ and decays at $4Kk^4$. Combined with $\mathbf k_2$ it returns the factor $-2(\mathbf k_1-\mathbf k_2)\cdot\mathbf k_2\Lambda_1=3k^2\Lambda_1$. This adds $3\Lambda_1\Lambda_3/(4K)$ to the cross-damping.

## Worked example

Take $J=50\ \mathrm{nm^{-2}s^{-1}}$ (0.80 mA/cm²), $\Omega=0.028\ \mathrm{nm^3}$, $Y_0=0.2$ and $f=1$. The recession speed is $50\times0.028\times0.2=0.28$ nm/s, and $\lambda_1=-0.14$ nm/s. The effective coefficients are model values, with $\alpha$ chosen to make $\varepsilon$ small: $\nu=2\ \mathrm{nm^2/s}$, $K=40\ \mathrm{nm^4/s}$, $\gamma=10\ \mathrm{nm^2/s}$ and $\alpha=0.02475\ \mathrm{s^{-1}}$.

Then $k^2=2/80=0.025\ \mathrm{nm^{-2}}$, the wavelength is 39.7 nm, and neighbouring dots or holes are $2/\sqrt3$ times this apart, 45.9 nm. Further, $Kk^4=0.025\ \mathrm{s^{-1}}$, $\varepsilon=2.5\times10^{-4}\ \mathrm{s^{-1}}$ and $g=0.01875\ \mathrm{nm^{-2}s^{-1}}$.

**Holes, $\lambda_2=0$.** Here $q=0.025\times(-0.14)=-0.0035\ \mathrm{nm^{-1}s^{-1}}$, and
$$R=\frac{0.0035+\sqrt{1.225\times10^{-5}+5.625\times10^{-5}}}{0.1125}=0.105\ \mathrm{nm},\qquad 9R=0.94\ \mathrm{nm}.$$

**Dots, $\lambda_2=-10\ \mathrm{nm^3/s}$.** With everything else fixed, $\lambda_1-\lambda_2k^2=-0.14+0.25=0.11$ nm/s and $q=0.00275\ \mathrm{nm^{-1}s^{-1}}$. Equation (3) gives $R=0.095$ nm and $9R=0.86$ nm. To leading order the stable hexagon changes from holes to dots at $\lambda_2=\lambda_1/k^2=-5.6\ \mathrm{nm^3/s}$, although $\lambda_1$ stays negative. A surface need not pass directly from one to the other: (6) fails for $|\lambda_1-\lambda_2k^2|<\sqrt{9\gamma\varepsilon/5}=0.067$ nm/s, that is for $-8.3<\lambda_2<-2.9\ \mathrm{nm^3/s}$. Integrating (1) from random heights at $\lambda_2=-4.5$, $-5.6$ and $-6.7\ \mathrm{nm^3/s}$, one run each in a box that fits no lattice, gives rhombic two-wave patterns with skewness near zero.

Condition (6) requires $\varepsilon$ below $1.09\times10^{-3}$ and $6.7\times10^{-4}\ \mathrm{s^{-1}}$ respectively, and both cases satisfy it. As a test, (1) was integrated for 40 growth times from random heights of 0.01 nm rms in a periodic box of 36 hexagonal cells, one run per case. The skewness came out as $-0.80$ for holes and $+0.77$ for dots, against $-0.816$ and $+0.816$ in the ideal patterns. The box fits the hexagonal lattice, which favours hexagons, and ion noise was absent. A small periodic box that fits squares instead can hold the dots case in a square pattern, because the waves needed for hexagons are then detuned from $k$.

**Size of the neglected terms.** The steady hexagon of (1) has an $R$ lower than (3) by 1.2% for holes and 3.3% for dots. For dots the harmonics add 5.6% and 6.7% of $g$ to the self- and cross-damping; varying (5) then predicts a 4.3% reduction, so other terms of the same order offset part of it. With $\lambda_1,\lambda_2$ divided by 8 and $\varepsilon$ by 64, the difference falls below 0.06%. The largest slope is 0.057, and the next term of the yield expansion is smaller than the one kept by the factor $0.057^2/4\approx0.0008$.

Ion noise makes the phase sum fluctuate. If atoms leave independently, the height noise has strength $D=JY_0\Omega^2$. In a domain of $M$ cells of area $S$, each phase receives noise of strength $D/(2MSR^2)$, and the sum of three receives $3D/(2MSR^2)$. Relaxation at $3|q|R$ balances this at

$$\langle\delta\Phi^2\rangle=\frac{3D/(2MSR^2)}{2\cdot3|q|R}=\frac{D}{4MS|q|R^3}.$$

For 100 cells the rms deviation is 0.05 rad for holes and 0.07 rad for dots. For one cell the formula gives ten times as much, which is too large for a linear estimate to hold. The numerical output lists the remaining values.

## Relation to real sputtering

The atomic volume in the example is the mean one of GaSb, on which low-energy argon ions at normal incidence can form dots some tens of nanometres apart. The growth in the example is unusually slow. The growth time of 4000 s costs $2\times10^{19}$ ions/cm² and removes 1.1 µm, because $\varepsilon$ is only 1% of $Kk^4$. With $\alpha=0$ the growth time would be 40 s and the fluence $2\times10^{17}$ ions/cm², but (6) would fail and the band would reach down to $p=0$. With the example's other coefficients, the pattern of (1) then coarsens instead of settling into hexagons, and the sign of $q$ no longer decides between dots and holes. Real dots can also be many nanometres high, with slopes of order one, where the gradient expansion fails and (3) gives no reliable height.

The sign is sensitive as well. At several hundred eV the yield is roughly of order one. With $Y_0=1$ and the other coefficients held fixed, $\lambda_1=-0.7$ nm/s and $\lambda_1-\lambda_2k^2=-0.45$ nm/s, so the model's dots become holes. In a real process $\nu$ and $\lambda_2$ would change too, and the composition of a binary target, absent from (1), can contribute to every coefficient. Where the damped, narrow-band model applies, a prediction of dots or holes therefore needs both quadratic coefficients and the pattern wavenumber under the same beam conditions, and a $|q|$ large enough for (6) to hold; otherwise square or rhombic patterns can form instead.

## Computed values

```
ion flux 50 /(nm^2 s) = 0.80 mA/cm^2
atomic volume 0.028 nm^3, yield 0.2, power f 1.0
recession speed 0.280 nm/s, lambda1 -0.140 nm/s
nu 2.0 nm^2/s, K 40.0 nm^4/s, gamma 10.0 nm^2/s
alpha 0.02475 1/s, K k^4 0.02500 1/s, eps 2.500e-04 1/s
k 0.1581 1/nm, wavelength 39.74 nm
unstable wavelengths 37.89 to 41.89 nm
lattice spacing 45.89 nm, cell area 1823 nm^2
g = 3 gamma k^4: 0.01875 1/(nm^2 s)
growth time 1/eps 4000 s, fluence in it 2.00e+19 /cm^2
depth removed in 1/eps 1120 nm
q changes sign at lambda2 -5.60 nm^3/s
shot-noise strength D 7.840e-03 nm^4/s
ideal hexagon skewness magnitude 0.8165
case holes:
  lambda2 (nm^3/s): 0
  projected l1-l2k^2 (nm/s): -0.14
  q (1/(nm s)): -0.0035
  amplitude R (nm): 0.1047
  peak-to-valley 9R (nm): 0.9421
  peak-to-valley, full equation (nm): 0.9301
  R full equation / formula: 0.9881
  phase rate 3|q|R (1/s): 0.001099
  phase rate full / formula: 0.9994
  weak limit s=1/8: R ratio: 0.9998
  weak limit s=1/8: phase-rate ratio: 1.002
  stripe instability rate (1/s): 0.0004041
  squares unstable below eps (1/s): 0.001089
  slaved self correction / g: 0.01161
  slaved cross correction / g: 0.0196
  largest slope, full equation: 0.05718
  skewness grown from noise: -0.8012
  rms phase noise, 100 cells (rad): 0.05174
  rms phase noise, simulated (rad): 0.0518
case dots:
  lambda2 (nm^3/s): -10
  projected l1-l2k^2 (nm/s): 0.11
  q (1/(nm s)): 0.00275
  amplitude R (nm): 0.09545
  peak-to-valley 9R (nm): 0.8591
  peak-to-valley, full equation (nm): 0.8241
  R full equation / formula: 0.9666
  phase rate 3|q|R (1/s): 0.0007875
  phase rate full / formula: 0.9983
  weak limit s=1/8: R ratio: 0.9995
  weak limit s=1/8: phase-rate ratio: 1.001
  stripe instability rate (1/s): 0.0003175
  squares unstable below eps (1/s): 0.0006722
  slaved self correction / g: 0.05606
  slaved cross correction / g: 0.0671
  largest slope, full equation: 0.05045
  skewness grown from noise: 0.7704
  rms phase noise, 100 cells (rad): 0.06704
  rms phase noise, simulated (rad): 0.06712
```
